Zero-field collapse of a cylindrical domain in a hafnia-like ferroelectric film

**Problem**

A ferroelectric film of thickness h = 10 nm is polarized along its normal, with polarization +Ps. A straight cylindrical domain of radius R0 = 10 nm, polarized the opposite way, crosses it from one electrode to the other. At t = 0 the voltage is set to zero and the electrodes are short-circuited. Find the radius R(t), show that its square falls linearly with time while the wall is thin compared with R, and find the collapse time.

The free energy per volume is

f = −aP²/2 + bP⁴/4 + g|∇P|²/2, with Ps² = a/b,

and the motion is overdamped. In an electric field E along the film normal,

γ ∂P/∂t = aP − bP³ + g∇²P + E.

Here γ is a viscosity. The wall energy and drag are the same for all directions in the film plane, and nothing pins the wall.

Depolarization is neglected. The polarization is parallel to the side wall of the cylinder, so the wall carries no bound charge. The bound charge on the film faces is taken to be compensated on the spot by ideal electrodes in direct contact. Then E = 0 everywhere, and P does not vary through the thickness.

The parameters are round, rough values in the regime of hafnia films: Ps = 20 µC/cm² (0.20 C/m²), a = 2.5×10⁹ J m/C², g = 5×10⁻¹⁰ J m³/C² and γ = 10 Ω m.

**First estimate by scaling**

Let the wall have half-width δ. In a flat wall at rest, the well terms aP − bP³ balance the second derivative across the wall. Bending the wall into a cylinder adds the term (g/r)∂P/∂r, of size gPs/(Rδ). It must be balanced by γ∂P/∂t, of size γPs|dR/dt|/δ. Both Ps and δ cancel:

|dR/dt| ~ g/(γR).

The collapse takes a time of order R0 divided by this speed:

t ~ γR0²/g = 10 × 10⁻¹⁶/(5×10⁻¹⁰) s = 2 µs.

The estimate gives the dependence on R0, γ and g, but not the numerical factor.

**Solution: the flat wall**

Let x be the distance across a flat wall, with −Ps on the left and +Ps on the right. At rest and without a field,

aP − bP³ + gP″ = 0.

Try P = Ps tanh(x/δ). Since bPs² = a, the first two terms give aPs tanh(x/δ) sech²(x/δ). The last gives −(2g/δ²)Ps tanh(x/δ) sech²(x/δ). They cancel if

δ = √(2g/a) = 0.632 nm.

To find the wall energy, multiply the equation at rest by P′ and integrate. The quantity gP′²/2 + aP²/2 − bP⁴/4 is constant, and far from the wall it equals aPs²/4. Hence

gP′²/2 = aPs²/4 − aP²/2 + bP⁴/4.

The right side is the excess well energy, so the gradient and the well contribute equally. With u = tanh(x/δ), the integral of sech⁴ becomes ∫(1 − u²)du from −1 to 1, which is 4/3. The wall energy per area is therefore

σ = g∫P′²dx = 4gPs²/(3δ) = 42.2 mJ/m².

The drag follows from a wall driven by a small field E. Let its position be X(t) and its profile P(x − X). Then

−γ(dX/dt)P′ = aP − bP³ + gP″ + E.

Multiply by P′ and integrate across the wall. The first three terms on the right integrate to the change of aP²/2 − bP⁴/4 between the two ends. This function is stationary at ±Ps, so the small shift of the end values by E changes it only in order E². The last term gives 2PsE, and to first order

dX/dt = −M·2PsE, with M = 1/(γ∫P′²dx) = 3δ/(4γPs²).

The minus sign means that a positive field enlarges the positive region. The factor 2PsE is the energy released per volume reversed, that is, the pressure on the wall, so M is speed per pressure. Here M = 1.19×10⁻⁹ m/(s Pa).

As a test, the field equation was solved numerically for a flat wall at 0.05 MV/cm. The speed was 2.371 mm/s, against 2.372 mm/s from the formula.

Multiplying the two results gives

Mσ = g/γ = 5.0×10⁻¹¹ m²/s = 0.050 nm²/ns.

The well coefficient a has dropped out. At fixed g, γ and Ps, a deeper well makes the wall narrower. This raises its energy and its drag in the same proportion.

**Solution: the cylinder**

For a cylinder ∇²P = ∂²P/∂r² + (1/r)∂P/∂r. Insert the flat-wall profile P = Ps tanh((r − R)/δ), which is −Ps inside and +Ps outside. The well terms and the second derivative cancel as before, leaving

−γ(dR/dt)P′ = (g/r)P′.

P′ is appreciable only within a few δ of r = R. For R ≫ δ we may put r = R there:

dR/dt = −g/(γR) = −Mσ/R.

Energy conservation gives the same law. The wall energy is F = 2πRhσ. The field equation dissipates γ(∂P/∂t)² per volume, and ∂P/∂t = −(dR/dt)P′, so

2πhσ dR/dt = −2πRhγ(dR/dt)²∫P′²dx = −2πRh(dR/dt)²/M.

Dividing by the nonzero factor 2πh dR/dt gives σ = −(R/M)dR/dt. The thickness cancels because the driving energy and the drag are both proportional to it. The quantity σ/R acts as an inward pressure, 4.2 MPa at the start.

Now multiply the law of motion by 2R:

d(R²)/dt = 2R dR/dt = −2Mσ = −2g/γ.

The right side is constant, so

R² = R0² − 2(g/γ)t.

Setting R = 0 gives the collapse time of the thin-wall model:

t_c = γR0²/(2g) = 100 nm²/(2 × 0.050 nm²/ns) = 1000 ns = 1.0 µs.

**Comparison with the estimate**

The scaling estimate was 2 µs, twice the thin-wall result. That is the time the wall would need at its initial speed, (g/γ)/R0 = 5 mm/s. In fact the speed grows as 1/R, and the mean speed R0/t_c is 10 mm/s. The radius therefore shrinks slowly at first and fast at the end, while the area shrinks at a steady rate. At 500 ns half the area is gone, but the radius is still 7.1 nm. At 900 ns it is 3.2 nm.

**How straight is the line?**

Replacing 1/r by 1/R is an approximation, and its first correction can be found. Let ξ = r − R, let P0(ξ) be the flat-wall profile, and expand

1/r = 1/R − ξ/R² + ξ²/R³ − …

Write dR/dt = −(g/γ)(1/R)(1 + c/R²), with c to be found. At order 1/R the equation is satisfied by P0. At order 1/R² the profile acquires a small part P2 obeying

LP2 = gξP0′/R², where L = a − 3bP0² + g d²/dξ².

The right side is odd in ξ, so P2 can be taken odd, and the contour P = 0 stays at ξ = 0. At order 1/R³ the terms containing P2′ are (g/R)P2′ on both sides, and they cancel. The time derivative of P2 is of order 1/R⁴. With P3 the next part of the profile, what remains is

gcP0′/R³ = LP3 + gξ²P0′/R³.

Multiply by P0′ and integrate. Differentiating the flat-wall equation shows that LP0′ = 0, and two integrations by parts move L from P3 onto P0′, so the P3 term vanishes. Therefore

c = ∫ξ²P0′²dξ / ∫P0′²dξ = δ² ∫s² sech⁴s ds / (4/3).

To evaluate the integral, use (sech²s)″ = 4 sech²s − 6 sech⁴s, which gives sech⁴s = (2/3)sech²s − (1/6)(sech²s)″. The two integrals needed are ∫s² sech²s ds = π²/6 and, by parts, ∫s²(sech²s)″ds = 2∫sech²s ds = 4. The result is π²/9 − 2/3 = (π² − 6)/9, so

d(R²)/dt = −(2g/γ)[1 + (π² − 6)δ²/(12R²) + …].

Here c = 0.129 nm². The outer and inner parts of the wall feel different curvatures, and the mean effect is a slightly faster collapse.

For a test, the full radial field equation was solved numerically, starting from the tanh profile at 10 nm, and the contour P = 0 was followed:

- At 250 ns, R² was 74.97 nm², against 75.00 nm² from the linear law.
- At 500 ns it was 49.93 nm², against 50.00 nm².
- At 750 ns it was 24.85 nm², against 25.00 nm².
- The domain vanished at 991 ns, against 1000 ns.

Between R = 7 nm and 5 nm, R² fell 0.33% faster than the linear law, where the correction predicts 0.36%. The shortfall comes from the grid: with half the spacing the computed excess is 0.36%, and the grid-converged value is 0.37%, slightly above the first correction. Between 3 nm and 2 nm the excess was 2.2%. When R is comparable to δ the domain has no saturated interior, and the expansion fails. The linear law is thus a thin-wall law, but in this example the last stage is so short that the error in the collapse time is about 1%.

**Other shapes and unequal directions**

The linear decrease is a property of the area. Let a thin wall form any smooth closed curve that does not cross itself. Each element moves inward at speed (g/γ)κ, where κ is the local curvature, so the enclosed area A obeys

dA/dt = −(g/γ)∮κ ds = −2πg/γ,

because the tangent turns through 2π in one circuit. For a circle, A = πR² returns the earlier law.

Suppose now that the gradient coefficients along x and y differ, with γ still a single number. Define ḡ = √(gx gy) and new coordinates by x = x′√(gx/ḡ) and y = y′√(gy/ḡ). Then gx∂²/∂x² + gy∂²/∂y² becomes ḡ times the Laplacian in the new coordinates. The product of the two stretching factors is √(gx gy)/ḡ = 1, so areas are unchanged, and

dA/dt = −2π√(gx gy)/γ.

For gx = 2g and gy = g/2 the rate is that of the isotropic film, although an initial circle does not stay circular. A two-dimensional solution of the field equation tested this case. It started from a circle of radius 12δ, and the area was compared at times 10γ/a and 70γ/a. The mean rate was about half a percent above the formula.

**What the microsecond means for a real film**

The viscosity is the least certain input. At fixed g and R0, t_c is proportional to γ, so 1 or 100 Ω m would give 0.1 or 10 µs.

Real films can also seriously break the assumption that nothing pins the wall. A field E along the domain's own polarization pushes the wall outward with pressure 2PsE. It balances the curvature pressure when

E = σ/(2PsR),

which is 0.105 MV/cm at R0. The coercive field of hafnia films is roughly 1 MV/cm. If that is taken as a rough gauge of pinning, curvature is about ten times too weak to make the wall flow. The two fields become equal only at a radius of about 1 nm, where the thin-wall law has already lost its footing. A real wall would then be held, or would creep by thermal activation, and its lifetime would depend on barriers that this model does not contain. The microsecond is the time for free viscous flow, not a prediction of data retention. With the present g/γ, an unpinned domain would need R0 = √(2(g/γ)t), or roughly 20 cm, to survive ten years, so with ideal electrodes this model of free viscous walls cannot account for long-term storage in nanometre cylindrical domains.

The electrodes are not ideal either. Suppose a dielectric layer of thickness d = 0.5 nm and permittivity ε_l = 25 separates one electrode from the film, whose background permittivity is ε_f = 30. For a polarization wave of lateral wave number q and amplitude P, the bound charge at the interface is −P. The potential vanishes at both electrodes, so the flux balance at the interface gives a thickness-averaged field −K(q)P, with

K(q) = 1/{ε0h[ε_l q coth(qd) + ε_f q coth(qh)]}.

In a single-domain film this field is 0.43 MV/cm. At the wall of the cylinder it is much smaller, because the domain and its surroundings produce opposing fields there. For a wall of zero width, summing the waves that make up the cylinder gives

E_wall = −Ps[K(0) − 2R∫J0(qR)J1(qR)K(q)dq],

with q running from 0 to ∞ and J0, J1 the Bessel functions. If K were constant the bracket would vanish, since R∫J0(qR)J1(qR)dq = 1/2. For the present layer E_wall = −0.022 MV/cm at R0. The sign is that of the domain's own polarization, so the field supports the domain. Its outward pressure is 21% of the curvature pressure. When this field is included in the field equation, so that the wall and the film can respond to it, the initial speed falls by about 18%. The result depends on the permittivity chosen. The well itself adds a susceptibility 1/(2aε0) of about 23 to the background of 30. This addition acts only along the film normal. If the total along the normal is to be about 30, the background there is about 7. With 7 in all directions the speed falls by only about 8%; with 7 along the normal and 30 kept in the film plane it falls by about 15%. A thicker layer can reverse the motion: with d = 2 nm and the background kept at 30, the domain grows. These numbers hold for a layer free of charge. In a single-domain film the field inside the 0.5 nm layer would be 8.5 MV/cm with P held at Ps, and still just over 8 MV/cm once P relaxes, more than an oxide of this permittivity normally withstands for long, so charge leaking through it could compensate part of the bound charge.

The remaining assumptions can be sized as follows.

- **Lattice.** The half-width δ is 1.3 times a rough cell length of 0.5 nm, so the continuum description is marginal. On a simple chain of such cells, a flat wall is held at fields up to 0.03 MV/cm and moves at 0.04 MV/cm. At 0.105 MV/cm, the field equivalent to the curvature at R0, it moves about 14% slower than the continuum law predicts.
- **Thermal agitation.** The wall energy 2πR0hσ is 165 eV. At 85 °C, kT is 2×10⁻⁴ of it, so thermal agitation of the mean radius is weak at the start.
- **Inertia.** An added term μ∂²P/∂t² leaves small oscillations about ±Ps overdamped if μa/γ² < 1/8. A rough ionic estimate is μ = mV/q_i², with mass m = 16 u, charge q_i = 2.5e and volume V = 33 Å³ per polar ion. It gives μa/γ² ≈ 10⁻¹⁰, far inside the overdamped regime for the chosen γ. The criterion needs γ above about 3×10⁻⁴ Ω m. Lattice damping alone, γ ≈ μΓ with a damping rate Γ of 10¹¹ to 10¹³ s⁻¹, gives only about 5×10⁻⁷ to 5×10⁻⁵ Ω m, which is below this bound. The value 10 Ω m is therefore an effective viscosity that stands in for slower processes, not the intrinsic damping of the polar mode.

The main computed values are in the numerical output below.

Numbers as computed

```
Ps = 20.0 uC/cm2
a = 2.50e+09 J m/C2
b = 6.250e+10 J m5/C4
g = 5.00e-10 J m3/C2
gamma = 10.0 ohm m
R0 = 10.0 nm, film thickness = 10.0 nm
wall half-width delta = 0.6325 nm
wall energy sigma, formula = 42.164 mJ/m2
wall energy sigma, quadrature = 42.164 mJ/m2
mobility M = 1.1859e-09 m/(s Pa)
M sigma = g/gamma = 5.0000e-11 m2/s = 0.0500 nm2/ns
flat-wall test field = 0.050 MV/cm
flat-wall speed: law 2.3717, simulated 2.3710 mm/s
initial curvature pressure sigma/R0 = 4.216 MPa
initial inward speed = 5.000 mm/s
collapse time, law = 1000.0 ns = 1.000 us
collapse time, simulated = 991.0 ns
t = 250 ns: R^2 law 75.00, simulated 74.97 nm2; R law 8.660 nm
t = 500 ns: R^2 law 50.00, simulated 49.93 nm2; R law 7.071 nm
t = 750 ns: R^2 law 25.00, simulated 24.85 nm2; R law 5.000 nm
t = 900 ns: R^2 law 10.00, simulated 9.73 nm2; R law 3.162 nm
R^2 rate, simulated/law, R 9 to 7 nm = 1.00169
R^2 rate, simulated/law, R 7 to 5 nm = 1.00332
same window, first width correction = 1.00362
R^2 rate, simulated/law, R 3 to 2 nm = 1.02215
curved-wall energy/(2 pi R sigma), R 7 nm = 0.99991
anisotropic case: gx/g = 2.0, gy/g = 0.5
anisotropic area rate, simulated/law = 1.0057
curvature-equivalent field at R0 = 0.1054 MV/cm
rough coercive field = 1.0 MV/cm
radius where these fields are equal = 1.054 nm
dielectric layer = 0.50 nm, permittivity 25; film permittivity 30
single-domain depolarizing field = 0.426 MV/cm
depolarizing field at the wall = -0.0219 MV/cm
its outward pressure/curvature pressure = 0.208
wall energy of whole domain = 165.4 eV
temperature of use = 85 C
kT/wall energy = 1.87e-04
inertia estimate: mass 16 u, charge 2.5 e, volume 33 A3
inertia coefficient mu = 5.46e-18 J m s2/C2
inertia ratio mu a/gamma^2 = 1.37e-10
delta/rough lattice cell of 0.5 nm = 1.26
R0 for ten-year unpinned life = 17.8 cm
```
